# The Field-Emission Factor x/sin x and Its Breakdown at x = π, part 1

(Sections cited here and not found follow in the second part.)

## 1. From the tunnelling exponent to x/sin x

At a field of 3 V/nm and a temperature of 1800 K, the standard thermal correction to field emission from a surface with a 4.5 eV work function is \(x/\sin x=-7.29\). Taken literally, the hot surface emits a negative number of electrons. Integrating a WKB transmission over the whole barrier instead gives a positive current, 37.4 times the reference current to which the factor is applied. The discrepancy arises because a convergent integral has been replaced by its closed form, and the closed form has then been used where the integral no longer converges.

### Model and conventions

The surface is planar and \(z\) points from the metal into vacuum. Energies are measured from the Fermi level, which is therefore zero at all temperatures. The work function \(\phi\) is taken to be independent of temperature. The charge \(e\) is positive, and \(J\) is the magnitude of the emitted current density. No electrons return from the vacuum side.

Electrons in the metal form a free-electron band of mass \(m\) whose bottom lies at \(-B\). They are in equilibrium at temperature \(T\), with occupation

\[
f(E)=\frac{1}{1+e^{E/k_BT}} .
\]

The wave vector parallel to the surface, \(k_\perp\), is conserved in emission. The total energy then splits as \(E=W+E_\perp\), with

\[
W=\frac{\hbar^2k_z^2}{2m}-B,\qquad E_\perp=\frac{\hbar^2k_\perp^2}{2m},
\]

and the transmission probability \(D\) depends on the normal energy \(W\) alone.

### The supply integral

Each state carries normal velocity \(\hbar k_z/m\). With two spin states per cell \((2\pi)^3\) of phase space,

\[
J=\frac{2e}{(2\pi)^3}\int_{k_z>0}\frac{\hbar k_z}{m}\,f(E)\,D(W)\,d^3k .
\]

Two changes of variable turn this into an energy integral. From the definition of \(W\), \((\hbar k_z/m)\,dk_z=dW/\hbar\). In the plane, \(d^2k_\perp=2\pi k_\perp dk_\perp=(2\pi m/\hbar^2)\,dE_\perp\). The constants combine to

\[
\frac{2e}{8\pi^3}\cdot\frac{2\pi m}{\hbar^2}\cdot\frac1\hbar=\frac{em}{2\pi^2\hbar^3}\equiv A .
\]

The transverse integral is elementary, because the derivative of \(-\ln(1+e^{-y})\) is \(1/(1+e^{y})\):

\[
\int_0^\infty\frac{dE_\perp}{1+e^{(W+E_\perp)/k_BT}}=k_BT\ln\!\left(1+e^{-W/k_BT}\right)\equiv N(W).
\]

Hence

\[
J=A\int N(W)\,D(W)\,dW .
\]

With energies in eV, \(A=1.618\times10^{10}\ \mathrm{A\,cm^{-2}\,eV^{-2}}\). The supply \(N\) has two simple limits. Several \(k_BT\) below the Fermi level it is close to \(-W\), the range of transverse energies available to occupied states. Several \(k_BT\) above, it is close to the Boltzmann tail \(k_BTe^{-W/k_BT}\). That tail decides where the closed form fails.

### Slope of the exponent

Let \(V(z)\) be the electron's potential energy outside the metal. Well below the barrier top, the WKB approximation gives \(D=e^{-G}\), with

\[
G(W)=\frac{2\sqrt{2m}}{\hbar}\int_{z_1}^{z_2}\sqrt{V(z)-W}\;dz ,
\]

where \(z_1\) and \(z_2\) are the turning points, at which \(V=W\). When \(G\) is differentiated, the motion of the turning points contributes nothing, since the integrand vanishes there. Differentiating the square root gives \(-1/(2\sqrt{V-W})\), so

\[
-G'(W)=\frac{\sqrt{2m}}{\hbar}\int_{z_1}^{z_2}\frac{dz}{\sqrt{V(z)-W}}>0 .
\]

The inverse-square-root singularities at the ends are integrable when \(V\) crosses \(W\) with a nonzero slope. Define

\[
b=G(0),\qquad \frac1d=-G'(0).
\]

The energy \(d\) is the rise in normal energy that multiplies the transmission by \(e\), near the Fermi level. The linearized exponent is the tangent

\[
G(W)\simeq b-\frac Wd,\qquad D(W)\simeq e^{-b}e^{W/d}.
\]

For an electron outside a plane conductor in a uniform field,

\[
V(z)=\phi-Fz-\frac Qz,\qquad Q=\frac{e^2}{16\pi\varepsilon_0}.
\]

Here \(F\) is the field multiplied by \(e\), so its value in eV/nm is the field in V/nm. The last term is the image attraction, with \(Q=0.360\) eV nm.

Both integrals can be put in a form without endpoint singularities. Write \(h=\phi-W\). The turning points solve \(Fz^2-hz+Q=0\), so \(z_1+z_2=h/F\) and \(z_1z_2=Q/F\), and therefore

\[
V-W=\frac{F(z-z_1)(z_2-z)}{z}.
\]

Substitute

\[
z=\frac{h}{2F}-a\cos\theta,\qquad a^2=\frac{h^2-4FQ}{4F^2},\qquad 0\le\theta\le\pi .
\]

Then \((z-z_1)(z_2-z)=a^2\sin^2\theta\) and \(dz=a\sin\theta\,d\theta\). The factors of \(\sin\theta\) multiply in \(G\) and cancel in its slope:

\[
G=\frac{2\sqrt{2mF}}{\hbar}\,a^2\!\int_0^\pi\frac{\sin^2\theta}{\sqrt{z}}\,d\theta,
\qquad
-G'=\frac{1}{\hbar}\sqrt{\frac{2m}{F}}\int_0^\pi\!\sqrt{z}\;d\theta .
\]

A midpoint sum over equally spaced angles handles both. The barrier top is reached when \(a=0\), at

\[
W_{\rm top}=\phi-2\sqrt{FQ}.
\]

For \(\phi=4.5\) eV and a field of 3 V/nm (30 MV/cm), this is \(4.5-2\sqrt{3\times0.360}=2.42\) eV. The angular integrals give \(b=15.854\), \(1/d=7.529\ \mathrm{eV^{-1}}\) and \(d=0.1328\) eV.

### Integration by parts

With the tangent inserted, \(J=Ae^{-b}K\), where

\[
K=\int_{-\infty}^{\infty}N(W)\,e^{W/d}\,dW .
\]

The lower limit should be \(-B\). At \(T=0\), where \(N=-W\) below the Fermi level, extending it to \(-\infty\) adds a fraction \((1+B/d)e^{-B/d}\) of the total. For \(B=10\) eV this is below \(10^{-30}\).

Since \(N'(W)=-f(W)\), integration by parts gives

\[
K=\Big[d\,e^{W/d}N(W)\Big]_{-\infty}^{\infty}+d\int_{-\infty}^{\infty}f(W)\,e^{W/d}\,dW .
\]

At the lower end the bracket behaves as \(|W|e^{-|W|/d}\) and vanishes. At the upper end it behaves as

\[
d\,k_BT\,\exp\!\left[-W\left(\frac1{k_BT}-\frac1d\right)\right],
\]

which vanishes if and only if \(k_BT<d\). This condition is needed for the rest of the derivation. Define

\[
p=\frac{k_BT}{d},\qquad x=\pi p ,
\]

and take \(0<p<1\). With \(u=W/k_BT\),

\[
K=d\,k_BT\,I(p),\qquad I(p)=\int_{-\infty}^{\infty}\frac{e^{pu}}{1+e^u}\,du .
\]

The remaining integral also has a direct meaning. At fixed total energy \(E\), summing the linearized transmission over transverse energy gives \(\int_0^\infty e^{(E-E_\perp)/d}dE_\perp=d\,e^{E/d}\). The integrand \(d\,f(E)e^{E/d}\) is therefore the total-energy distribution of the emitted electrons, up to the constant \(Ae^{-b}\).

### The contour integral

Integrate \(g(\zeta)=e^{p\zeta}/(1+e^\zeta)\) counterclockwise around the rectangle with corners \(\pm R\) and \(\pm R+2\pi i\). On the right side \(|g|\le e^{pR}/(e^R-1)\), which tends to zero because \(p<1\). On the left side \(|g|\le e^{-pR}/(1-e^{-R})\), which tends to zero because \(p>0\). Both sides have fixed length \(2\pi\), so their contributions vanish as \(R\to\infty\).

On the upper edge \(\zeta=u+2\pi i\). The denominator is unchanged, the numerator gains \(e^{2\pi ip}\), and the edge is traversed from right to left. The two horizontal edges therefore give \((1-e^{2\pi ip})I\).

The only pole inside is at \(\zeta=i\pi\). Near it \(1+e^\zeta\simeq-(\zeta-i\pi)\), so the residue is \(-e^{i\pi p}\), and

\[
\left(1-e^{2\pi ip}\right)I=-2\pi i\,e^{i\pi p}.
\]

Dividing by \(e^{i\pi p}\) turns the left side into \((e^{-i\pi p}-e^{i\pi p})I=-2i\sin(\pi p)\,I\). Hence

\[
I(p)=\frac{\pi}{\sin\pi p},\qquad
K=d\,k_BT\,\frac{\pi}{\sin\pi p}=d^2\,\frac{x}{\sin x}.
\]

The linearized result is

\[
J(T)=J_0\,\frac{x}{\sin x},\qquad J_0=A\,d^2e^{-b},\qquad 0<x<\pi .
\]

For the example,

\[
J_0=1.618\times10^{10}\times(0.1328)^2\times e^{-15.854}\simeq37.2\ \mathrm{A/cm^2}.
\]

The prefactor and the thermal factor were tested together against the original wave-vector integral at \(p=0.5\), with \(B=10\) eV and normal energies from \(-4\) to 4 eV. The two agreed to better than one part in \(10^5\).

### The cold limit

For small \(x\), \(\sin x=x(1-x^2/6+\dots)\), so

\[
\frac{x}{\sin x}=1+\frac{x^2}{6}+O(x^4).
\]

Thermal smearing moves electrons from below the Fermi level to above it. Because the transmission grows exponentially with energy, those moved up gain more than those removed from below lose, and the current rises. At 300 K, \(p=0.195\) and \(x=0.612\). The quadratic term gives 1.062 and the full factor 1.065, so room temperature adds about 6.5% to the current in this model.

### What fails at x = π

The original integrand \(N(W)e^{W/d}\) is positive. For \(W\gg k_BT\) it approaches

\[
k_BT\,e^{-\lambda W},\qquad \lambda=\frac1{k_BT}-\frac1d=\frac{1-p}{k_BT}.
\]

The Boltzmann factor removes electrons at the rate \(1/k_BT\) per unit energy, while the transmission favours them at the rate \(1/d\). For \(p<1\) the first rate wins and the tail has decay energy \(1/\lambda=k_BT/(1-p)\). This energy grows without limit as \(p\to1\). At \(p=1\) the rates are equal and the integrand tends to a constant. For \(p>1\) it grows, and the integral diverges.

Integrated from zero upward, the tail contributes to \(J/J_0=K/d^2\) the amount

\[
\frac1{d^2}\int_0^\infty k_BT\,e^{-\lambda W}dW=\frac{k_BT}{\lambda d^2}=\frac{p^2}{1-p}.
\]

This accounts for the pole of the closed form. With \(q=1-p\), \(\sin\pi p=\sin\pi q\), and

\[
\frac{x}{\sin x}=\frac{\pi(1-q)}{\pi q\,(1-\pi^2q^2/6+\dots)}=\frac1q-1+\frac{\pi^2q}{6}+O(q^2),
\]

while \(p^2/(1-p)=1/q-2+q\). The singular parts are the same. At \(p=1\) itself, a cutoff at \(W=L\) makes \(J/J_0\) grow as \(L/d\). Moving the cutoff from \(10d\) to \(20d\) raised the integral by 10.0000 in the numerical evaluation.

The pole temperature is \(T_\pi=d/k_B\), which is 1541 K here. Above it, \(x/\sin x\) is the analytic continuation of a function that equalled the integral at lower temperature. At 1800 K, \(x=3.669\) and \(\sin x=-0.503\), which gives the \(-7.29\) quoted at the start. The number is a correct value of the function, but it is not the value of any current.

## 2. What replaces the pole

The symbols carried over are these. \(W\) is normal energy from the Fermi level and \(G(W)\) is the WKB exponent, with \(b=G(0)\) and \(1/d=-G'(0)\). The supply is \(N(W)=k_BT\ln(1+e^{-W/k_BT})\), and \(p=k_BT/d=x/\pi\). The linearized current is \(J_0\,x/\sin x\) for \(p<1\). Its pole comes from the tail \(k_BTe^{-\lambda W}\), with \(\lambda=1/k_BT-1/d\), whose share of \(J/J_0\) is \(p^2/(1-p)\). The example has \(\phi=4.5\) eV, a field of 3 V/nm, \(d=0.1328\) eV and \(J_0=37.2\ \mathrm{A/cm^2}\).

### Curvature of the exponent

The tangent has a fixed slope, whereas a real barrier becomes thinner and lower for electrons of higher energy, and the slope of \(G\) changes. The triangular barrier \(V=\phi-Fz\) shows the sign. Its slope integral gives

\[
-G'(W)=\frac{2\sqrt{2m(\phi-W)}}{\hbar F},
\]

which decreases as \(W\) rises. The transmission still grows with energy, but at a falling relative rate. Write \(G''(0)=1/s^2\), so that

\[
G(W)\simeq b-\frac Wd+\frac{W^2}{2s^2}.
\]

For the image-rounded barrier of the example, differencing the slope at \(\pm0.01\) eV gives \(s=1.157\) eV, hence \(s/d=8.72\). The transmission now contains the Gaussian \(e^{-W^2/2s^2}\), and the supply integral converges at every temperature.

### A formula that passes through x = π

Since \(s\gg d\), the Gaussian matters most in the long tail. Split the linearized integrand into that tail, taken for \(W>0\), and a remainder:

\[
N(W)e^{W/d}=k_BTe^{-\lambda W}\Theta(W)+r(W),
\]

where \(\Theta\) is the unit step. For \(p<1\) the integral of \(r\), divided by \(d^2\), is the full factor minus the tail's share:

\[
R(p)=\frac{x}{\sin x}-\frac{p^2}{1-p}.
\]

The remainder is well behaved at the pole. For \(y=e^{-W/k_BT}\) small, \(\ln(1+y)-y\simeq-y^2/2\), so at high energy \(r\) decays as \(e^{-(2/k_BT-1/d)W}\). Its integral converges for \(0<p<2\), and \(R(p)\) gives its value there by continuation. From the expansions in \(q=1-p\),

\[
R=1+\left(\frac{\pi^2}{6}-1\right)q+O(q^2).
\]

To leading order in \(d/s\), leave \(r\) unchanged and apply the Gaussian to the tail. Completing the square,

\[
\lambda W+\frac{W^2}{2s^2}=\frac{(W+\lambda s^2)^2}{2s^2}-\frac{\lambda^2s^2}{2},
\]

and setting \(v=(W+\lambda s^2)/(\sqrt2\,s)\) gives

\[
\int_0^\infty e^{-\lambda W-W^2/2s^2}dW
=\sqrt2\,s\,e^{\lambda^2s^2/2}\int_{\lambda s/\sqrt2}^{\infty}e^{-v^2}dv
=s\sqrt{\frac\pi2}\;\mathrm{erfcx}\!\left(\frac{\lambda s}{\sqrt2}\right),
\]

where \(\mathrm{erfcx}(y)=e^{y^2}\mathrm{erfc}(y)\). Multiplying by \(k_BT/d^2=p/d\) and adding the remainder,

\[
\frac{J}{J_0}\simeq\frac{x}{\sin x}-\frac{p^2}{1-p}+p\,\frac sd\sqrt{\frac\pi2}\;\mathrm{erfcx}\!\left(\frac{\lambda s}{\sqrt2}\right),\qquad 0<p<2 .
\]

The formula fails as \(p\to2\). There \(R\) has a pole of its own, of the same origin as the first, and the expression tends to \(-\infty\) while the integral with the full Gaussian stays finite and positive.

At the pole \(\lambda=0\), \(\mathrm{erfcx}(0)=1\) and \(R=1\), so

\[
\left.\frac{J}{J_0}\right|_{x=\pi}\simeq1+\frac sd\sqrt{\frac\pi2}.
\]

The example gives \(1+8.72\times1.253\simeq11.9\). The divergence has become an enhancement of order \(s/d\): the spectrum extends over an energy \(s\) instead of without limit.

The factor \(x/\sin x\) equals the linearized emission integral only for \(k_BT<d\), and including the curvature of the exponent replaces its pole with a finite enhancement, about 11.9 in the example. It remains to find the error of the curved formula, to settle when the linear factor may be used, and to compare both with the whole barrier and with a real metal tip.

Numbers in the example were calculated in double precision.
